# Ginzburg Criterion for Short-Range Ferroelectric Order and Its Marginal Dimension

A ferroelectric with one polarization component $P(\mathbf x)$ in $d$ dimensions has the energy

$$F=\int d^dx\left[\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2\right],\qquad a=a_0(T-T_0),$$

with $a_0,b,g>0$. The transition is continuous, the fluctuations are classical, and all forces are short-ranged. Long-range dipolar forces are left out until part (f). Waves shorter than those allowed by a wave-number cutoff $\Lambda$, set by the crystal lattice, do not exist. The Boltzmann constant is $k_B$, and $K_d$ denotes the surface of the unit sphere in $d$ dimensions divided by $(2\pi)^d$.

## (a) Mean-field state and its fluctuations

**Find the uniform polarization below $T_0$, the spectrum of small fluctuations about it, and their correlation length.**

For uniform $P$, stationarity requires $aP+bP^3=0$. Below $T_0$, where $a=-|a|$, the minima are $P=\pm P_0$ with

$$P_0^2=\frac{|a|}{b}.$$

Insert $P=P_0+\delta$ in $F$. The linear term has the coefficient $aP_0+bP_0^3=0$. The quadratic part is

$$F_2=\frac12\int d^dx\,[r\delta^2+g|\nabla\delta|^2],\qquad r=a+3bP_0^2=-|a|+3|a|=2|a|.$$

Above $T_0$ the same form holds with $P_0=0$ and $r=a$. In a volume $V$ write $\delta=V^{-1/2}\sum_{\mathbf k}\delta_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$. Then

$$F_2=\frac12\sum_{\mathbf k}(r+gk^2)|\delta_{\mathbf k}|^2 .$$

Because $\delta$ is real, $\delta_{-\mathbf k}=\delta_{\mathbf k}^*$. The pair $\pm\mathbf k$ therefore has energy $(r+gk^2)|\delta_{\mathbf k}|^2$ and two independent real amplitudes, each carrying $k_BT/2$ on average. Hence

$$\langle|\delta_{\mathbf k}|^2\rangle=\frac{k_BT}{r+gk^2}=\frac{k_BT}{r(1+k^2\xi^2)},\qquad \xi^2=\frac gr .$$

The length $\xi$ separates long waves, limited by the curvature $r$, from short waves, limited by the gradient energy. Below $T_0$, $\xi^2=g/(2|a|)$.

## (b) Fluctuations on the scale of a correlation length

**Average $\delta$ with a normalized Gaussian window of standard deviation $\xi$. Find the ratio $Q$ of its variance to $P_0^2$ below $T_0$.**

The window $w(\mathbf x)=(2\pi\xi^2)^{-d/2}e^{-x^2/2\xi^2}$ has the Fourier transform $e^{-k^2\xi^2/2}$. The variance contains its square:

$$\langle\bar\delta^2\rangle=\int\!\frac{d^dk}{(2\pi)^d}\,\frac{k_BT\,e^{-k^2\xi^2}}{r(1+k^2\xi^2)} .$$

The Gaussian removes short waves, so the cutoff may be sent to infinity when $\Lambda\xi\gg1$. With $\mathbf q=\xi\mathbf k$,

$$\langle\bar\delta^2\rangle=\frac{k_BT}{r\xi^d}C_d,\qquad C_d=\int\!\frac{d^dq}{(2\pi)^d}\frac{e^{-q^2}}{1+q^2}.$$

Use $1/(1+q^2)=\int_0^\infty ds\,e^{-s(1+q^2)}$. The remaining integral over $\mathbf q$ is Gaussian and equals $[4\pi(1+s)]^{-d/2}$. Setting $t=1+s$ gives

$$C_d=(4\pi)^{-d/2}\int_0^\infty\! ds\,\frac{e^{-s}}{(1+s)^{d/2}}=(4\pi)^{-d/2}\,e\int_1^\infty\! dt\,\frac{e^{-t}}{t^{d/2}} .$$

Numerically, $C_3=0.01087$, $C_4=0.00256$ and $C_5=0.00061$.

Now divide by $P_0^2=|a|/b$, using $r=g/\xi^2$ and $|a|=g/(2\xi^2)$:

$$Q=\frac{k_BTC_d\,\xi^{2-d}}{g}\cdot\frac{2b\xi^2}{g}=2C_d\,\frac{bk_BT}{g^2}\,\xi^{4-d}.$$

Since $\xi^{4-d}=(g/2|a|)^{(4-d)/2}$, the same result reads

$$Q=2^{d/2-1}C_d\,bk_BT\,g^{-d/2}\,|a|^{(d-4)/2}.$$

The Ginzburg criterion is $Q\ll1$: the order parameter, seen at the resolution $\xi$, must fluctuate by much less than its mean.

## (c) The approach to the transition

**How does $Q$ behave as $T\to T_0$ in different dimensions? Does the variance at a single point behave in the same way?**

As $\xi\to\infty$, $Q$ grows without limit for $d<4$, stays constant at $d=4$, and vanishes for $d>4$. Two trends compete. The squared order parameter falls as $\xi^{-2}$, while the coarse-grained variance varies as $\xi^{2-d}$. Above four dimensions the variance falls faster.

A hypercubic lattice with unit spacing shows this without the continuum approximation. Take $g=b=k_BT=1$, 400 sites along each axis, and $a=-1/(2\xi^2)$. Summing the Gaussian fluctuations over all lattice waves gives:

| $d$ | $Q$ at $\xi=5$ | $\xi=10$ | $\xi=20$ |
|---|---|---|---|
| 3 | 0.109 | 0.217 | 0.435 |
| 4 | 0.00512 | 0.00511 | 0.00511 |
| 5 | 0.000246 | 0.000123 | 0.000061 |

Doubling $\xi$ doubles $Q$ in three dimensions and halves it in five. The table tests the Gaussian sum only. If $a$ is read as the bare coefficient, these lattices are not ordered: the short-wave shift $3b\langle\delta^2\rangle$ derived in part (d) is 0.76 in three dimensions and 0.35 in five, far above $|a|\le0.02$. Here $a$ must therefore be measured from the shifted transition.

The variance at a point behaves differently. For $d>2$ and $\Lambda\xi\gg1$ it is dominated by short waves:

$$\langle\delta^2\rangle\simeq k_BTK_d\int_0^\Lambda\frac{k^{d-1}dk}{gk^2}=\frac{k_BTK_d\Lambda^{d-2}}{(d-2)g}.$$

This tends to a constant while $P_0^2$ vanishes. Division by $P_0^2=g/(2b\xi^2)$ gives a ratio proportional to $\xi^2$. In five dimensions, with the same unit parameters but a spherical cutoff $\Lambda=\pi$, numerical integration gives 1.37, 5.54 and 22.2 at $\xi=5,10,20$. The statement that fluctuations become small above four dimensions therefore concerns the coarse-grained polarization. It remains to be seen whether the large short-wave part spoils mean-field theory.

## (d) Feedback on the susceptibility

**Above the transition, find the first correction in $b$ to the inverse susceptibility $r$. Separate the shift of the transition from the rest, for $d>2$.**

Apply a uniform field $E$, adding $-\int EP\,d^dx$ to the energy. Shifting the integration variable $P(\mathbf x)$ leaves the partition function unchanged, which gives the averaged equation of state

$$\langle aP+bP^3-g\nabla^2P\rangle=E .$$

Put $P=p+\delta$, with uniform mean $p$ and $\langle\delta\rangle=0$. The gradient term averages to zero, and

$$E=ap+b\left(p^3+3p\langle\delta^2\rangle+\langle\delta^3\rangle\right).$$

To first order in $b$, the averages in the bracket are taken at $b=0$. There $\delta$ is Gaussian, so $\langle\delta^3\rangle=0$, and $\langle\delta^2\rangle$ does not depend on $p$. Differentiating at $p=0$ gives

$$r=\frac{dE}{dp}=a+3b\langle\delta^2\rangle .$$

The factor 3 can be tested beyond Gaussian statistics on a continuous one-dimensional chain with $a=1$, $g=1.3$, $k_BT=0.7$ and $b=10^{-4}$. Numerical diagonalization of the generator of its transfer operator, with the quartic term included, gives $(r-a)/(b\langle\delta^2\rangle)=2.9998$, where $\langle\delta^2\rangle$ is the Gaussian value.

The fluctuations themselves are governed by the corrected curvature, so $r$ is now used inside the average. This changes only terms beyond first order in $b$:

$$r=a+3bk_BT\int\!\frac{d^dk}{(2\pi)^d}\frac1{r+gk^2}.$$

At $r=0$ the integral is $S=\int d^dk/[(2\pi)^dgk^2]$, which converges at small $k$ for $d>2$. Define $A=a+3bk_BTS$. This is linear in $T$ and vanishes at the shifted transition $T_c$:

$$A=(a_0+3bk_BS)(T-T_c),\qquad T_c=\frac{a_0T_0}{a_0+3bk_BS}.$$

Subtract the two integrands:

$$\frac1{gk^2}-\frac1{r+gk^2}=\frac r{gk^2(r+gk^2)} .$$

It follows that $r=A-3bk_BT\,r\,I_d(r)$, or

$$A=r\,[1+3bk_BT\,I_d(r)],\qquad I_d(r)=\int\!\frac{d^dk}{(2\pi)^d}\frac1{gk^2(r+gk^2)} .$$

Mean-field theory predicts $r\propto A$. It survives if the bracket tends to a finite constant.

## (e) Self-consistency above the marginal dimension

**Evaluate $I_d$ near the transition for $d=3,4,5$. Decide where the mean-field law survives, and what is left of the fluctuations there.**

The radial integrals, with $K_3=1/(2\pi^2)$, $K_4=1/(8\pi^2)$ and $K_5=1/(12\pi^3)$, are

$$I_3=\frac{\arctan(\Lambda\xi)}{2\pi^2g^{3/2}r^{1/2}}\to\frac1{4\pi g^{3/2}r^{1/2}},\qquad I_4=\frac{\ln(1+\Lambda^2\xi^2)}{16\pi^2g^2},$$

$$I_5=\frac1{12\pi^3g^2}\left[\Lambda-\frac{\arctan(\Lambda\xi)}\xi\right].$$

In three dimensions the correction diverges, and at four it diverges logarithmically. In five it approaches a constant. More generally, for $d>4$,

$$I_d(0)=\frac{K_d}{g^2}\int_0^\Lambda k^{d-5}dk=\frac{K_d\Lambda^{d-4}}{(d-4)g^2}.$$

Short waves thus shift $T_c$ and multiply the susceptibility by a finite factor, but the law $r\propto A$ is kept. The temperature-dependent remainder is

$$I_d(0)-I_d(r)=\frac{K_dr}{g^2}\int_0^\Lambda\frac{k^{d-5}dk}{r+gk^2}=\frac{K_d\,\xi^{4-d}}{g^2}\int_0^{\Lambda\xi}\frac{q^{d-5}dq}{1+q^2}.$$

For $4<d<6$ the last integral converges as $\Lambda\xi\to\infty$. The remainder then vanishes as $\xi^{4-d}$, the same power as $Q$. For $d>6$ the integral grows as $(\Lambda\xi)^{d-6}$, and the remainder vanishes as $\xi^{-2}$, that is, in proportion to $r$. At $d=6$ it vanishes as $\xi^{-2}\ln(\Lambda\xi)$.

This is the self-consistency. Assume the mean-field spectrum, compute the fluctuations it implies, and feed them back. Above four dimensions the result has the assumed form with changed constants, and the correction to that form dies out at the transition.

For $g=\Lambda=k_BT=1$ and $b=10$, numerical integration gives the following ratios $r/A$:

| $d$ | $r=10^{-2}$ | $r=10^{-4}$ | $r=10^{-6}$ |
|---|---|---|---|
| 3 | 0.0428 | 0.0042 | 0.0004 |
| 4 | 0.533 | 0.364 | 0.276 |
| 5 | 0.9357 | 0.9265 | 0.9255 |

The five-dimensional limit is $1/[1+30/(12\pi^3)]=0.9254$. In three dimensions the equation would give $r\propto A^2$. That power should not be trusted, because the correction is no longer small; it signals failure and does not supply the true exponent. At $d=4$ the constant $Q$ hides a slow logarithmic failure which the susceptibility reveals.

A change of units shows why the same combination appears twice. Above the transition, set $\mathbf x=\xi\mathbf y$ and $P=\varphi\,(k_BT\xi^{2-d}/g)^{1/2}$, with $a=g/\xi^2$ at leading order. Then

$$\frac F{k_BT}=\int d^dy\left[\frac{\varphi^2}2+\frac{|\nabla\varphi|^2}2+\frac u4\varphi^4\right],\qquad u=\frac{bk_BT}{g^2}\xi^{4-d}.$$

The coupling $u$ between waves of length $\xi$ vanishes above four dimensions. The cutoff in these units, $\Lambda\xi$, grows, and the product $u(\Lambda\xi)^{d-4}=bk_BT\Lambda^{d-4}/g^2$ stays fixed. Multiplied by $3K_d/(d-4)$, that product is the finite short-wave correction $3bk_BT\,I_d(0)$ found above, which must be small for the first-order estimate to be quantitative. The scaling supports the same conclusion at higher orders but is not a proof for strong coupling.

## (f) A three-dimensional estimate and the dipolar force

**Estimate the Ginzburg temperature range for rough parameters in the regime of a ferroelectric hafnia-zirconia film. Then find what dipolar forces do to the loop correction.**

Take $T_0=700$ K and, at 300 K, $P_0=20$ uC/cm² and a lattice susceptibility $\chi=30$. Since $1/(2|a|)=\varepsilon_0\chi$ at the minimum,

$$|a|=\frac1{2\varepsilon_0\chi}=1.88\times10^9\ \mathrm{J\,m/C^2},\qquad a_0=\frac{|a|}{400\ \mathrm K}=4.71\times10^6\ \mathrm{J\,m/(C^2K)},$$

and $b=|a|/P_0^2=4.71\times10^{10}$ J m⁵/C⁴. The gradient coefficient is chosen as $g=5\times10^{-10}$ J m³/C². These are effective parameters, with the short-wave shift already absorbed in $T_0$.

Ten kelvin below $T_0$, the mean-field values are $\xi=2.3$ nm and $P_0=3.2$ uC/cm², and $Q=0.09$. Setting $Q=1$ in the formula of part (b), with $k_BT\simeq k_BT_0=9.66\times10^{-21}$ J, gives

$$|a_G|=\frac{2(C_3bk_BT_0)^2}{g^3}=3.9\times10^5\ \mathrm{J\,m/C^2},\qquad \Delta T_G=\frac{|a_G|}{a_0}=0.08\ \mathrm K .$$

The susceptibility gives another measure. Above $T_0$, its relative first-order correction reaches one when $3bk_BT_0I_3(a)=1$. With the cutoff-free form of $I_3$:

$$a_L=\frac{(3bk_BT_0/4\pi)^2}{g^3}=9.4\times10^7\ \mathrm{J\,m/C^2},\qquad \Delta T_L=\frac{a_L}{a_0}=20\ \mathrm K .$$

The widths differ by a factor of 241. At equal $|a|$ the two measures differ by $(3/4\pi)/(\sqrt2\,C_3)=15.5$, and the width depends on the square of this amplitude. The criterion therefore fixes how the width scales with the parameters, but a Ginzburg temperature has meaning only with its measure stated. Both formulas vary as $g^{-3}$ when the other parameters are fixed: halving $g$ raises 0.08 K to 0.7 K. For the larger width this holds only while $\Lambda\xi\gg1$. With $\Lambda=\pi/(0.5\ \mathrm{nm})$ and $k_BT_0$ kept, $\Delta T_L$ is 18 K, and halving $g$ gives about 120 K rather than 160 K. Below $T_0$ the amplitudes differ again. The relative one-loop correction to $P_0^2$ is $6bk_BT\,I_3(2|a|)$, which with this cutoff is 1.9 at 10 K below $T_0$, where $Q$ is only 0.09, and 0.10 at 300 K.

For the dipolar force, let $P$ point along $z$ and let $\theta$ be the angle between $\mathbf k$ and $z$. The bound charge of a wave produces a depolarizing field that adds $D\cos^2\theta$ to $r+gk^2$, where $D=1/(\varepsilon_0\varepsilon_b)$ and $\varepsilon_b$ is the background permittivity. With $X=r+gk^2$ and $\mu=\cos\theta$,

$$\int_0^1\frac{d\mu}{X+D\mu^2}=\frac{\arctan\sqrt{D/X}}{\sqrt{DX}}\simeq\frac\pi{2\sqrt{DX}}\quad(X\ll D).$$

Subtract the values at $r=0$ and at $r$, as in part (d), and divide by $r$. For $k\gg1/\xi$,

$$\frac1r\left[\frac1{\sqrt g\,k}-\frac1{\sqrt{r+gk^2}}\right]\simeq\frac1{2g^{3/2}k^3}.$$

With the factors $k^2/(2\pi^2)$ and $\pi/(2\sqrt D)$, the integral from $1/\xi$ to $\Lambda$ gives

$$I_{\rm dip}\simeq\frac{\ln(\Lambda\xi)}{8\pi\sqrt D\,g^{3/2}}+\text{constant}.$$

Waves near the cutoff for which $gk^2$ is comparable to $D$ change only the constant. The power divergence has become a logarithm, so three is the marginal dimension for this uniaxial dipolar model. For $\varepsilon_b=5$, a rough value, and $\Lambda=\pi/(0.5\ \mathrm{nm})$, numerical integration lowers the loop correction 20 K above the transition from 0.96 to 0.09. At 1 K above it, the correction falls from 4.4 to 0.14. These values are taken at $r=a_0\Delta T$, so the short-range ones are not self-consistent and only mark the failure of the expansion. The dipolar ones depend on $\varepsilon_b$: for $\varepsilon_b=20$ they are 0.17 and 0.27.

These numbers bear on a real film as follows. The assumed polarization, transition temperature and $g$ are all rough. At fixed $\chi$ the widths vary as $P_0^{-4}$, so taking $P_0=50$ uC/cm² instead of 20 lowers them by a factor of 39. The model's uniform-switching field is the maximum of $|a|P-bP^3$, reached at $P=P_0/\sqrt3$. It equals $2|a|P_0/(3\sqrt3)=1.45$ MV/cm at 300 K, of the order of the megavolt per centimetre at which such films switch. This field is proportional to $P_0/\chi$ and so reflects the chosen inputs (it is 3.6 MV/cm for $P_0=50$ uC/cm²); the agreement is no evidence that films switch uniformly. At 300 K, however, $\xi=0.36$ nm is shorter than the assumed 0.5 nm cell, and it exceeds the cell only within about 210 K below $T_0$. The continuum picture is safe only closer to $T_0$, where $\xi$ spans several cells. In a 10 nm film $\xi$ reaches the thickness 0.5 K below $T_0$, before the three-dimensional criterion $Q=1$ is met. The short-wave shift, estimated as $3bk_BT_0S/a_0$ with 700 K taken as the shifted transition and $a_0$ left uncorrected, is 185 K without dipoles and 89 K with them. This is not small beside 700 K, so the estimate is itself rough. Finally, the real transition is expected to be first order. The uncorrected mean-field law gives $P_0=0.29$ uC/cm² at 0.08 K below $T_0$ and 4.5 uC/cm² at 20 K below, where the 20 K, found above $T_0$, serves only as a scale; a polarization jump of this size or larger would signal that the transition can cut off part or all of the critical range. How much is lost depends on the first-order energy, which this model does not contain. The short-range widths are thus estimates for the model, and not predictions of an observable critical region in hafnia.
